\section*{Why three-phonon coalescence and decay balance mode by mode in equilibrium}

\section*{Question}

I am learning how phonon collisions limit heat conduction in a chip, and I am stuck on what happens before any heat flows. Take three vibrational modes with energies $0.024$, $0.040$ and $0.064$ eV. Phonons from the first two can merge into one phonon of the third, and a phonon of the third can split into the first two. The energies match, since $0.024+0.040=0.064$.

For the merging rate I get a factor $n_1n_2(1+n_3)$, and for the splitting rate $(1+n_1)(1+n_2)n_3$, where the $n$'s are mean occupations. These look very different. Splitting can happen spontaneously, with modes 1 and 2 empty, whereas merging needs a phonon in each of them. So why doesn't splitting slowly drain mode 3? If something else refills it, is the balance a property of each process, or only of the sum over all processes? And does it hold at every temperature?

\section*{Answer}

Each process balances its own reverse, at every temperature $T>0$, provided that the occupations are Bose occupations at one common temperature and the energies match. Nothing else has to refill mode 3. Spontaneous splitting is real, but mode 3 has the highest energy and so the fewest phonons, and this compensates for it.

\subsection*{The two rates}

I use atomic units in the algebra, so $\hbar=1$ and a mode of frequency $\omega$ has quanta of energy $\omega$. Boltzmann's constant is $k$. All frequencies are positive; uniform translations of the crystal, with $\omega=0$, are excluded. The part of the weak cubic anharmonicity that couples the three modes and can conserve energy is
\begin{equation}
V=v\,a_1a_2a_3^\dagger+v^*a_1^\dagger a_2^\dagger a_3 .
\end{equation}
The first term merges two phonons and the second splits one. The second must be the Hermitian conjugate of the first because $V$ is Hermitian, so both directions share the same $|v|^2$. In a perfect crystal $v$ vanishes unless crystal momentum is conserved up to a reciprocal lattice vector, and this too affects both directions alike.

Start from a state with $N_1,N_2,N_3$ quanta. The ladder operators obey $|\langle N-1|a|N\rangle|^2=N$ and $|\langle N+1|a^\dagger|N\rangle|^2=N+1$. Fermi's golden rule then gives the rates
\begin{align}
\text{merging:}\quad & 2\pi|v|^2\delta(\omega_1+\omega_2-\omega_3)\,N_1N_2(N_3+1),\\
\text{splitting:}\quad & 2\pi|v|^2\delta(\omega_1+\omega_2-\omega_3)\,(N_1+1)(N_2+1)N_3 .
\end{align}
In a large crystal the delta function is integrated over a narrow group of modes with nearly equal occupations. The common prefactor then becomes a rate constant $W$.

In harmonic equilibrium the modes are independent, so the average of each product is the product of the averages. With $x=\omega/kT$ and $y=e^{-x}$, the probability of $N$ quanta is $(1-y)y^N$, and
\begin{equation}
n=\langle N\rangle=(1-y)\sum_{N=0}^\infty Ny^N=(1-y)\frac{y}{(1-y)^2}=\frac{1}{e^x-1}.
\end{equation}
Therefore
\begin{equation}
R_{\rm c}=W n_1n_2(1+n_3),\qquad R_{\rm d}=W(1+n_1)(1+n_2)n_3 ,
\end{equation}
for coalescence and decay. Your two factors are right.

\subsection*{Why they are equal}

From the Bose formula,
\begin{equation}
1+n=\frac{e^x-1+1}{e^x-1}=e^x n,\qquad\text{so}\qquad \frac{n}{1+n}=e^{-x}.
\end{equation}
Divide the two rates and group the factors by mode:
\begin{equation}
\frac{R_{\rm c}}{R_{\rm d}}=\frac{n_1}{1+n_1}\,\frac{n_2}{1+n_2}\,\frac{1+n_3}{n_3}
=e^{-x_1-x_2+x_3}=e^{-(\omega_1+\omega_2-\omega_3)/kT}.
\label{ratio}
\end{equation}
When $\omega_1+\omega_2=\omega_3$ the exponent is zero whatever the temperature, and
\begin{equation}
n_1n_2(1+n_3)=(1+n_1)(1+n_2)n_3 .
\label{balance}
\end{equation}

The reason lies one level deeper, in the individual states. Merging takes $(N_1,N_2,N_3)$ to $(N_1-1,N_2-1,N_3+1)$ with weight $N_1N_2(N_3+1)$. Splitting from that final state has weight
\begin{equation}
[(N_1-1)+1]\,[(N_2-1)+1]\,(N_3+1)=N_1N_2(N_3+1),
\end{equation}
which is the same. The two states have equal energy and hence equal Boltzmann probability. Every transition is thus matched by its own reverse before any average is taken.

\subsection*{Where the spontaneous decay went}

Multiply out the difference of the rates. The terms $n_1n_2n_3$ cancel:
\begin{align}
\frac{R_{\rm d}-R_{\rm c}}{W}&=n_3(1+n_1+n_2+n_1n_2)-n_1n_2-n_1n_2n_3\nonumber\\
&=n_3(1+n_1+n_2)-n_1n_2 .
\label{net}
\end{align}
The 1 in the bracket is spontaneous splitting. At 300 K the occupations are $n_1=0.6534$, $n_2=0.2704$ and $n_3=0.09183$, which give
\begin{align}
n_3(1+n_1+n_2)&=0.09183\times1.9238=0.1767,\\
n_1n_2&=0.6534\times0.2704=0.1767 .
\end{align}
The bracket favours splitting, but it multiplies the small number $n_3$.

\subsection*{Several temperatures}

I take $W=0.10$ per ps. The rates below come from sums over number states with Boltzmann weights, not from the averaged formulas.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $n_1$ & $n_2$ & $n_3$ & $R_{\rm c}=R_{\rm d}$ (1/ps)\\
100 & 0.0658 & 0.0097 & 0.0006 & $6.41\times10^{-5}$\\
300 & 0.6534 & 0.2704 & 0.0918 & $1.93\times10^{-2}$\\
400 & 0.9938 & 0.4563 & 0.1851 & $5.37\times10^{-2}$\\
600 & 1.6929 & 0.8564 & 0.4085 & $2.04\times10^{-1}$
\end{tabular}
\end{center}

In each row the two rates agree to all seven digits given in the numerical output below. For 300 K the averaged formula gives $0.10\times0.1767\times1.0918=0.0193$ per ps, in agreement with the sum. This is about one event in each direction every 52 ps; multiplied by $\hbar$, the rate is $1.27\times10^{-5}$ eV. Equilibrium means equal traffic, not an absence of traffic.

At low temperature all occupations are small, and both rates tend to $We^{-\omega_3/kT}$. Merging needs two phonons, with probability about $e^{-x_1}e^{-x_2}$; splitting needs one, with probability about $e^{-x_3}$; and these are equal. At high temperature $n\approx kT/\omega$, and both rates grow as $W(kT)^3/(\omega_1\omega_2\omega_3)$ to leading order.

That leading form must not be put back into the balance. If $n=1/x$ is used for all three modes, equation (\ref{net}) becomes
\begin{equation}
\frac{R_{\rm d}-R_{\rm c}}{W}=\frac1{x_3}+\frac{x_1+x_2}{x_1x_2x_3}-\frac1{x_1x_2}=\frac1{x_3}=\frac{kT}{\omega_3},
\end{equation}
because $x_1+x_2=x_3$. At 300 K these classical occupations give 0.098 per ps for merging and 0.138 per ps for splitting, so mode 3 would seem to drain. The fault lies in mixing classical occupations with quantum rates. A consistent classical limit also drops the spontaneous term, the 1 in the bracket of equation (\ref{net}), and then $n_3(n_1+n_2)-n_1n_2=0$ for $n=1/x$. With the full quantum rates, the equilibrium occupations must be taken from the Bose formula.

\subsection*{Two phonons from the same mode}

If modes 1 and 2 are one mode with $2\omega_1=\omega_3$, the factors $N_1N_2$ and $(N_1+1)(N_2+1)$ are replaced by $N(N-1)$ and $(N+1)(N+2)$. Their averages are
\begin{align}
\langle N(N-1)\rangle&=(1-y)\frac{2y^2}{(1-y)^3}=2n^2,\\
\langle (N+1)(N+2)\rangle&=(1-y)\frac{2}{(1-y)^3}=2(1+n)^2,
\end{align}
since $n=y/(1-y)$ and $1+n=1/(1-y)$. The factor 2 is common to both directions, and the balance survives.

\subsection*{From one process to every mode}

Write $F=R_{\rm d}-R_{\rm c}$ for one triad. It adds $F$ to the rate of change of $n_1$ and of $n_2$, and $-F$ to that of $n_3$. If modes 1 and 2 are one mode, that mode receives $2F$. A mode may belong to many triads, as a product in some and as the parent in others, but every $F$ is zero separately. Hence $dn/dt=0$ for every mode, with no cancellation between different processes.

As a numerical case, take eight modes spaced by 0.008 eV, with all 16 energy-conserving triads and unequal rate constants. With Bose occupations at the four temperatures above, the net rate of every mode is at most $2.5\times10^{-16}$ of its gross traffic, which is rounding error.

This model also shows what happens away from equilibrium, under one added assumption: the rates are still computed from the mean occupations, with correlations between modes neglected. This suits a crystal, where each mode stands for a large group of modes. Eight single oscillators would build up correlations and would not end at exactly one temperature. Define $\theta=\ln[(1+n)/n]$ for each mode, and the entropy $S=k\sum[(1+n)\ln(1+n)-n\ln n]$, for which $\partial S/\partial n=k\theta$. One triad contributes
\begin{equation}
\frac{dS}{dt}=kF(\theta_1+\theta_2-\theta_3),\qquad \frac{R_{\rm d}}{R_{\rm c}}=e^{\theta_1+\theta_2-\theta_3}.
\end{equation}
The second relation shows that $F$ has the same sign as the bracket, so no triad lowers $S$. If the modes exchange energy only with each other, $S$ is constant in a steady state, and each triad must then satisfy $\theta_1+\theta_2=\theta_3$. This does not apply to a steady state driven by heat sources and sinks, where the entropy produced is carried away and the triads stay unbalanced. On the ladder this makes $\theta$ proportional to energy, which is the Bose form with a single temperature. Starting with the top mode at 600 K and the others at 300 K, energy conservation fixes that temperature at 334.7 K. After 2000 ps of evolution all eight modes have reached it.

\subsection*{What this has to do with conductivity}

Resistance to heat flow comes from the response to a disturbance. Equation (\ref{net}) is linear in each occupation taken alone. If only mode 3 is displaced by $\delta n_3$, the net decay is $W(1+n_1+n_2)\,\delta n_3$. If only mode 1 is displaced, the net coalescence is $W(n_2-n_3)\,\delta n_1$. With the other two modes held at equilibrium, the two single-mode relaxation rates at 300 K are
\begin{equation}
0.10\times1.9238=0.192\ \text{per ps},\qquad 0.10\times(0.2704-0.0918)=0.0179\ \text{per ps}.
\end{equation}
Equal traffic in equilibrium does not imply equal relaxation rates. If the other two modes are free to respond, the triad alone has a single rate, $W(1+2n_1+2n_2-2n_3)=0.266$ per ps, and removes only part of the displacement.

There is one qualification. If crystal momentum is conserved without a reciprocal lattice vector, $\mathbf q_1+\mathbf q_2=\mathbf q_3$, then $\theta=(\omega-\mathbf u\cdot\mathbf q)/kT$ also satisfies $\theta_1+\theta_2=\theta_3$. A uniformly drifting phonon gas is therefore left alone by such processes. If $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G$, the mismatch is $-\mathbf u\cdot\mathbf G/kT$, and these umklapp processes oppose the drift unless $\mathbf u$ is perpendicular to $\mathbf G$.

\subsection*{How far a real chip departs from this}

The energies chosen lie roughly within the phonon spectrum of silicon, but they are round model values, and the ladder has no wave vectors. With $W=0.10$ per ps, a phonon in mode 3 would live 10 ps at zero temperature through this single channel. The zone-centre optical phonons of silicon have many channels and live roughly 1.5 to 2 ps at room temperature. The value of $W$ sets the traffic and has no effect on the balance.

A working device breaks the assumption of a common temperature. If mode 3 is at 310 K while modes 1 and 2 stay at 300 K, the net decay is 8.3\% of the coalescence rate. To first order this fraction is $x_3\,\delta T/T=2.48\times10/300=8.3\%$. This imbalance is physical: it carries energy from the hot mode to the cooler ones.

A second departure can arise in computation. A calculation on a finite set of wave vectors may replace the delta function by a peak of finite width, which admits triads with $\Delta=\omega_1+\omega_2-\omega_3\neq0$. For $\Delta=0.0005$ eV, equation (\ref{ratio}) puts coalescence below decay by 5.6\% at 100 K, 1.9\% at 300 K and 1.0\% at 600 K. This imbalance is an artefact of combining harmonic occupations with unmatched energies. It changes sign with $\Delta$, so to first order it cancels if mismatches of both signs carry equal weight.

Some corrections alter the traffic and leave the balance intact. If all three energies soften by 1\% at 300 K, with $W$ held fixed, both rates rise by 3.8\% and remain equal, because the energies still match. Unequal shifts can spoil the match, and this triad then no longer conserves energy. Four-phonon processes change the relaxation rates, but they also balance in equilibrium: for $1+2+3\leftrightarrow4$ the ratio of the rates is $e^{-(\omega_1+\omega_2+\omega_3-\omega_4)/kT}$, by the same grouping of factors, and this is one when energy is conserved.

\section*{Table of computed values}
\begin{verbatim}
Phonon energies E1, E2, E3 (eV): 0.024 0.040 0.064
Rate constant W (1/ps): 0.10
T = 100 K: kT = 0.00862 eV; n1, n2, n3 = 0.065784 0.009734 0.000595
   coalescence, decay rate (1/ps): 6.407326e-05 6.407326e-05
T = 300 K: kT = 0.02585 eV; n1, n2, n3 = 0.653441 0.270371 0.091834
   coalescence, decay rate (1/ps): 1.928960e-02 1.928960e-02
T = 400 K: kT = 0.03447 eV; n1, n2, n3 = 0.993781 0.456335 0.185092
   coalescence, decay rate (1/ps): 5.374353e-02 5.374353e-02
T = 600 K: kT = 0.05170 eV; n1, n2, n3 = 1.692877 0.856435 0.408485
   coalescence, decay rate (1/ps): 2.042077e-01 2.042077e-01
300 K rate times hbar (eV): 1.2697e-05
Relaxation rate at 300 K, mode 3 alone displaced (1/ps): 0.19238
Relaxation rate at 300 K, mode 1 alone displaced (1/ps): 0.01785
Equipartition at 300 K: coalescence, decay (1/ps): 0.09774 0.13813
Equipartition at 300 K: coalescence/decay ratio: 0.7076
Ladder spacing (eV): 0.008; modes: 8; triads: 16
Ladder at 100 K: largest |net|/gross of any mode: 2.3e-16
Ladder at 300 K: largest |net|/gross of any mode: 2.5e-16
Ladder at 400 K: largest |net|/gross of any mode: 1.5e-16
Ladder at 600 K: largest |net|/gross of any mode: 6.1e-17
Ladder start: top mode 600 K, others 300 K; run time 2000 ps
Common temperature from energy conservation (K): 334.733
Lowest, highest mode temperature after the run (K): 334.733 334.733
Energy mismatch E1+E2-E3 of a smeared triad (eV): 0.0005
   false imbalance 1 - coalescence/decay at 100 K: 5.637 %
   false imbalance 1 - coalescence/decay at 300 K: 1.916 %
   false imbalance 1 - coalescence/decay at 400 K: 1.440 %
   false imbalance 1 - coalescence/decay at 600 K: 0.962 %
Mode 3 hotter by 10 K at 300 K: net decay/coalescence: 8.31 %
All energies softened by 1 %: traffic at 300 K changes: 3.81 %
\end{verbatim}
